# No Lifshitz invariant for the X-point order parameter of tetragonal hafnia

A shift of the cubic fluorite lattice by half a face diagonal leaves the crystal unchanged, but it reverses two of the three amplitudes that describe tetragonal hafnia. This restricts the gradient terms that the free energy may contain. A product of two different amplitudes changes sign under at least one such shift, so it cannot appear with a uniform coefficient, with or without a derivative. A product of an amplitude with its own derivative survives the shifts, but it is half the derivative of a square and integrates to a surface term. No bulk term linear in the gradient and quadratic in the amplitudes is left.

To make this precise, take the cubic parent with cell edge $a$ and a hafnium atom at the origin. The oxygen atoms sit where each coordinate is $a/4$ or $3a/4$, modulo $a$, and so form a simple cubic lattice of spacing $h=a/2$. In the tetragonal distortion with axis $z$, oxygen columns along $z$ move up and down in a checkerboard while hafnium stays at rest:
$$u_z(\mathbf r)=Q_z\sin\frac{2\pi x}{a}\sin\frac{2\pi y}{a}.$$
At the oxygen sites the product of sines is $\pm1$, so $Q_z$ is the displacement amplitude. Its partners are
$$u_x=Q_x\sin\frac{2\pi y}{a}\sin\frac{2\pi z}{a},\qquad u_y=Q_y\sin\frac{2\pi z}{a}\sin\frac{2\pi x}{a}.$$
The pattern of $Q_z$ has wave vectors $(2\pi/a)(\pm1,\pm1,0)$. These differ from $\mathbf k_z=(2\pi/a)(0,0,1)$ by reciprocal lattice vectors of the face-centred lattice, such as $(2\pi/a)(1,1,-1)$. The three amplitudes therefore belong to the three arms $\mathbf k_x,\mathbf k_y,\mathbf k_z$ of the X star, with one real component on each. A uniform tetragonal state has one of them nonzero.

Let the amplitudes vary slowly in space. A lattice translation $\mathbf t$ acts as
$$Q_i(\mathbf r)\to\chi_i(\mathbf t)\,Q_i(\mathbf r-\mathbf t),\qquad \chi_i(\mathbf t)=e^{i\mathbf k_i\cdot\mathbf t}=\pm1.$$
The shifted argument is removed by a change of integration variable in the bulk free energy, so the signs alone matter. For $\mathbf t=(0,h,h)$ the sines of $y$ and $z$ both change sign. The pattern of $Q_x$ contains both and is unchanged; those of $Q_y$ and $Q_z$ contain one each and are reversed. The three shifts thus give, for $(Q_x,Q_y,Q_z)$,
$$(0,h,h):(+,-,-),\quad (h,0,h):(-,+,-),\quad (h,h,0):(-,-,+).$$

The most general bulk term with two amplitudes and one derivative is
$$F_1=\int d^3r\sum_{ijm}A_{ijm}\,Q_i\partial_mQ_j ,$$
with uniform coefficients $A_{ijm}$. Each product splits into
$$Q_i\partial_mQ_j=\tfrac12\partial_m(Q_iQ_j)+\tfrac12\left(Q_i\partial_mQ_j-Q_j\partial_mQ_i\right).$$
The first part is a total derivative. The second is the Lifshitz form; there are three pairs of amplitudes and three directions, hence nine candidates. For $i\ne j$, choose the shift that preserves $Q_i$. It reverses $Q_j$, so $\chi_i\chi_j=-1$. Invariance of $F_1$ requires $A_{ijm}=-A_{ijm}$, and therefore $A_{ijm}=0$. All nine candidates vanish.

For $i=j$ the translations impose nothing, because $\chi_i^2=1$. But the antisymmetric combination is then identically zero, and the remainder is
$$c\,Q_i\partial_mQ_i=\partial_m\!\left(\tfrac12cQ_i^2\right).$$
Its effect on the equation of equilibrium follows from the Euler–Lagrange expression, here with $c$ allowed to depend on position:
$$\frac{\partial f}{\partial Q_i}-\partial_m\frac{\partial f}{\partial(\partial_mQ_i)}
=c\,\partial_mQ_i-\partial_m(cQ_i)=-(\partial_mc)\,Q_i .$$
For uniform $c$ this is zero, and the term can act only through the boundary. For varying $c$ it is the derivative with respect to $Q_i$ of an energy density $-\tfrac12(\partial_mc)Q_i^2$, a local change of the ordinary quadratic coefficient. It does not favour a winding of the order parameter.

The same result has a form in lattice dynamics that shows how little symmetry it needs. Let $\Phi(\mathbf T)$ be the matrix of force constants between two primitive cells separated by $\mathbf T$, and let
$$D(\mathbf k)=\sum_{\mathbf T}\Phi(\mathbf T)e^{i\mathbf k\cdot\mathbf T}.$$
The energy is a symmetric quadratic form, so $\Phi(-\mathbf T)=\Phi(\mathbf T)^{\mathsf T}$. Hence $D(-\mathbf k)=D(\mathbf k)^{\mathsf T}$, and the two matrices have the same eigenvalues. Moreover $2\mathbf k_i$ is a reciprocal lattice vector, so $-\mathbf k_i-\mathbf q$ and $\mathbf k_i-\mathbf q$ are equivalent. For a branch $\lambda$ that is nondegenerate at $\mathbf k_i$,
$$\lambda(\mathbf k_i+\mathbf q)=\lambda(-\mathbf k_i-\mathbf q)=\lambda(\mathbf k_i-\mathbf q).$$
The branch is even in $\mathbf q$ and has zero slope at X. No rotation, mirror or inversion was used. A lattice with random force constants, restricted by translation symmetry alone, bears this out: the slope of its lowest branch is zero at X to the printed accuracy, against 3.859 eV/Å$^2$ per radian of cell-to-cell phase halfway to X.

The condition of one component per arm is essential. Expand to first order in $\mathbf q$:
$$D(\mathbf k_i+\mathbf q)=D_0+i\sum_mq_mB_m+\dots,\qquad B_m=\sum_{\mathbf T}T_m\,e^{i\mathbf k_i\cdot\mathbf T}\,\Phi(\mathbf T).$$
The phase factors are $\pm1$, so $B_m$ is real. Transposing $\Phi(\mathbf T)$ gives $\Phi(-\mathbf T)$, and relabelling $\mathbf T\to-\mathbf T$ reverses $T_m$; therefore $B_m^{\mathsf T}=-B_m$. For a single real mode pattern $v$ this gives $v^{\mathsf T}B_mv=0$. For two patterns $v_1,v_2$ on the same arm, $v_1^{\mathsf T}B_mv_2$ need not vanish, and translations permit a Lifshitz coupling between them.

This can be seen in the energy of a winding state. Put $Q_1=A\cos qz$ and $Q_2=\pm A\sin qz$. Then
$$Q_1\partial_zQ_2-Q_2\partial_zQ_1=\pm A^2q(\cos^2qz+\sin^2qz)=\pm A^2q ,$$
so the part of the energy that changes sign with the sense of winding isolates the Lifshitz coupling at long wavelength, where higher odd powers of $q$ are negligible. In the random lattice, for a winding with a period of 32 cells and an amplitude of 1 Å, this part is zero for patterns on two different arms and zero for one pattern on one arm. For two different patterns on one arm it is 0.651 eV per cell. These energies have no bearing on hafnia; they show that the test can detect a coupling where one is allowed.

When two modes on one arm do couple, second-order perturbation theory changes the lower branch, with normalized eigenvectors $v_n$ and eigenvalues $\lambda_n$ of $D_0$, by
$$-\sum_{n\ne1}\frac{\left|\sum_mq_m\,v_1^{\mathsf T}B_mv_n\right|^2}{\lambda_n-\lambda_1}.$$
This is quadratic in $\mathbf q$. The slope stays zero but the stiffness falls, and if it becomes negative the minimum moves away from X. The absence of a Lifshitz invariant therefore removes one route to a modulated phase, not every route.

Point symmetry adds a second protection in the cubic parent. Inversion about a hafnium site sends $\mathbf u(\mathbf r)$ to $-\mathbf u(-\mathbf r)$. The product of two sines is even, so every $Q_i$ changes sign. A bilinear $Q_iQ_j$ is then even, the derivative is odd, and all terms in $F_1$ are forbidden, including the same-arm total derivatives. The translation argument is sufficient but is not the sole reason for the result in an unperturbed crystal.

Its independent value appears when an electric field along $z$ removes inversion. The remaining point group is $C_{4v}$. A quarter turn about $z$ gives $Q_x\to-Q_y$, $Q_y\to-Q_x$, $Q_z\to-Q_z$, and the mirror $x\to-x$ reverses all three amplitudes. Both leave
$$(Q_x+Q_y)\,\partial_zQ_z-Q_z\,\partial_z(Q_x+Q_y)$$
unchanged. Point symmetry by itself would thus admit a Lifshitz invariant. The shift $(h,h,0)$ reverses $Q_x$ and $Q_y$ but not $Q_z$, and eliminates it. Counting invariants from the matrices obtained by moving the actual oxygen patterns gives the same answer: nine terms without symmetry, none with translations, one with $C_{4v}$ alone, and none with $C_{4v}$ and translations together.

The roles are exchanged for terms of higher order. Since $\mathbf k_x+\mathbf k_y+\mathbf k_z=(2\pi/a)(1,1,1)$ is a reciprocal lattice vector, the product $Q_xQ_yQ_z$ is unchanged by every lattice translation. Translations therefore allow
$$Q_z\left(Q_x\partial_mQ_y-Q_y\partial_mQ_x\right),$$
which in a crystal already ordered along $z$ looks like a cross-arm Lifshitz term with coefficient proportional to $Q_z$. The random lattice shows the corresponding effect: when its force constants are modulated with wave vector $\mathbf k_z$, the cross-arm winding energy becomes 0.201 eV per cell. Doubling the wave number multiplies it by 1.962. Couplings that reach one cell along the winding direction give an energy proportional to $\sin\theta$, where $\theta$ is the phase step per cell. The ratio is then $\sin2\theta/\sin\theta=2\cos\theta$, slightly below 2, as expected for a term linear in the gradient at long wavelength.

In hafnia without a field, the twofold rotations about a hafnium site remove this cubic term. The rotation about $z$ reverses $x$ and $y$, so the product of sines in $u_z$ is unchanged, as is the $z$ component of the vector. For $u_x$ one sine changes sign and so does the vector component; the two signs cancel, and likewise for $u_y$. All three amplitudes are unchanged, and by cyclic symmetry the same holds for the rotations about $x$ and $y$. Yet the rotation about $z$ reverses $\partial_x$ and $\partial_y$, and that about $x$ reverses $\partial_z$. A term made from any number of amplitudes and a single first derivative is therefore forbidden in the cubic parent. Because the rotations leave $Q_z$ alone, they also survive in the tetragonal state.

A field along $z$ removes the rotations about $x$ and $y$, and a quartic term becomes possible:
$$(Q_x^2+Q_y^2)\,\partial_z(Q_z^2).$$
Squares are insensitive to the signs above, and the quarter turn merely exchanges $Q_x^2$ and $Q_y^2$. This is not a total derivative: its Euler–Lagrange expression with respect to $Q_x$ is $2Q_x\partial_z(Q_z^2)$. It requires two arms to be present in the same place, as may happen in a wall between tetragonal variants, and it vanishes in a region where $Q_z$ alone is nonzero. The theorem for quadratic terms is not affected. For a field along a cube axis the cubic term stays forbidden, but a field along $[110]$, $[111]$ or a general direction admits it. For $[111]$ the threefold axis and the diagonal mirrors only permute the amplitudes, so $Q_xQ_y\partial_zQ_z+Q_yQ_z\partial_xQ_x+Q_zQ_x\partial_yQ_y$ is invariant. With $Q_z$ uniform it reduces, up to a total derivative, to $\tfrac12Q_z\left[Q_x(\partial_y-\partial_x)Q_y-Q_y(\partial_y-\partial_x)Q_x\right]$, a cross-arm term of the Lifshitz form whose coefficient vanishes with the field.

For numbers, consider a spring model of fluorite with rough parameters in the regime of hafnia. The cell edge is $a=5.10$ Å, so $h=2.55$ Å. Each spring has a longitudinal and a transverse constant: $L=6.0$ and $T=3.0$ eV/Å$^2$ for Hf–O, and $L'=3.0$ and $T'=-2.3$ eV/Å$^2$ for O–O neighbours. The negative $T'$ is a device to make the X mode unstable; it is not a measured bond property.

An oxygen atom has four hafnium neighbours in tetrahedral directions $\mathbf n$. Since the sum of $n_z^2$ over them is $4/3$, they contribute $4(L+2T)/3$ to its force constant. Its four oxygen neighbours in the $xy$ plane move oppositely, with relative displacement $2Q$. Each bond stores $\tfrac12T'(2Q)^2$, and two such bonds belong to each oxygen, so the energy per oxygen is $4T'Q^2=\tfrac12(8T')Q^2$. The neighbours along $z$ move in phase and store nothing. Writing the quadratic energy per oxygen as $\tfrac12\lambda Q^2$,
$$\lambda=\frac{4(L+2T)}3+8T'=16.0-18.4=-2.4\ \text{eV/Å}^2 .$$
The next eigenvalue at X is 6.8 eV/Å$^2$, so the branch is nondegenerate, as the slope argument requires. The computed slope is at most $2.7\times10^{-13}$ eV/Å, zero to rounding.

For a slow variation along $x$, neighbouring amplitudes $Q_n$ and $Q_{n+1}$ still belong to opposite displacements, and the bond energy is
$$\tfrac12T'(Q_n+Q_{n+1})^2=T'(Q_n^2+Q_{n+1}^2)-\tfrac12T'(Q_n-Q_{n+1})^2 .$$
The first part is already in $\lambda$; the second becomes $-\tfrac12T'h^2(\partial_xQ)^2$. Along $z$ the displacements are in phase and the longitudinal spring gives $\tfrac12L'h^2(\partial_zQ)^2$. With gradient energy $\tfrac12g(\partial Q)^2$ per oxygen,
$$g_\perp=-T'h^2=14.96\ \text{eV},\qquad g_\parallel=L'h^2=19.51\ \text{eV}.$$
Diagonalizing the full matrix, with hafnium free to move, gives 14.95 and 19.51 eV. Hafnium does not alter these stiffnesses because its displacements at X are odd under inversion, as is $Q$, so a coupling linear in $\mathbf q$ is forbidden. A coupling that begins at $q^2$ changes the branch first at $q^4$. The oxygen pair at 6.8 eV/Å$^2$, with $u_x$ or $u_y$ proportional to $\sin(2\pi z/a)$, is different. It lies on the same arm and is even under inversion, and the full cubic group allows it to couple to $Q_z$ linearly in $q_x$ and $q_y$. That coupling vanishes here only because these springs do not mix the Cartesian components of oxygen motion. A spring between oxygens on opposite sides of a hafnium atom would switch it on. In the real crystal it is expected to be present and to reduce $g_\perp$ by the second-order formula above.

Add $\tfrac14\beta Q^4$ per oxygen with $\beta=27.0$ eV/Å$^4$. Setting the derivative $\lambda Q+\beta Q^3$ to zero gives
$$u_0=\sqrt{-\lambda/\beta}=\sqrt{2.4/27.0}=0.298\ \text{Å}.$$
The well depth is $\lambda^2/4\beta$ per oxygen, or $\lambda^2/2\beta=0.107$ eV per formula unit. The other two arms are held at zero here and in the film and wall below; in a real tetragonal crystal, couplings between the arms must suppress them.

Now suppose, contrary to the theorem, that a cross-arm term of strength $\sigma$ existed. For the $x$ and $y$ arms varying along $z$, both with stiffness $g=g_\perp$, the energy per oxygen would be
$$f=\tfrac12\lambda(Q_1^2+Q_2^2)+\tfrac12g\left[(\partial_zQ_1)^2+(\partial_zQ_2)^2\right]+\sigma(Q_1\partial_zQ_2-Q_2\partial_zQ_1).$$
In the winding state with the plus sign this is $f=\tfrac12A^2(\lambda+gq^2+2\sigma q)$. Its minimum lies at $q=-\sigma/g$, where $\lambda$ is replaced by $\lambda-\sigma^2/g$. However small $\sigma$ is, the quadratic instability would then move away from X. For $\sigma=1.0$ eV/Å, a value chosen for illustration, the period and the lowering are
$$\frac{2\pi g}{\sigma}=94.0\ \text{Å}=9.40\ \text{nm},\qquad \frac{\sigma^2}{g}=0.0669\ \text{eV/Å}^2 .$$
A ring of 369 discrete layers gives 9.41 nm and 0.0664 eV/Å$^2$. The ring admits only periods that divide its length of 94.1 nm, so its period is a coarse check. The small deficit in the lowering has a simple origin. On the lattice $gq^2$ becomes $2g(1-\cos qh)/h^2$ and $\sigma q$ becomes $\sigma\sin(qh)/h$. Minimization gives $\tan(|q|h)=\sigma h/g$, a period of 9.49 nm when the length is unrestricted. It reduces the lowering by the relative amount $(\sigma h/g)^2/4$ to leading order, about 0.7%. Without $\sigma$, the lowest state of the ring is uniform.

A same-arm term of equal strength behaves differently. Take a film 10.2 nm thick, 40 oxygen layers, with free ends and its normal transverse to the active arm. The term $cQ\partial Q$ with $c=1.0$ eV/Å sums to
$$\frac{c}{2h}\left(Q_{40}^2-Q_1^2\right)$$
per column, which shifts $\lambda$ by $\pm c/h=\pm0.39$ eV/Å$^2$ on the two end layers. If the end layers otherwise keep the bulk $\lambda$, the surface amplitude changes by at most 6.1% of $u_0$. Bonds cut at a real surface would also alter $\lambda$ there, an effect left out here. For a small deviation $\delta$ from $u_0$, the restoring constant is $\lambda+3\beta u_0^2=-2\lambda$, so $g\,\delta''=-2\lambda\delta$, and the decay length is
$$\sqrt{g/(-2\lambda)}=\sqrt{14.96/4.8}\ \text{Å}=0.177\ \text{nm}.$$
This is less than one layer spacing, so the continuum value is a guide to scale. In the ten middle layers the largest change is $1.1\times10^{-8}$% of $u_0$. In the quadratic energy, the cross-arm term moves the instability away from X throughout the crystal, while the same-arm term acts only at the surfaces. Whether a winding state would also win at full amplitude depends on quartic couplings between the arms, which are not included here.

The gradient expansion itself can be checked on a wall between $+u_0$ and $-u_0$ of one arm. The profile $Q=u_0\tanh(x/\xi)$ solves $gQ''=\lambda Q+\beta Q^3$ if $2g/\xi^2=-\lambda$, hence $\xi=3.53$ Å. Multiplying the equation by $Q'$ and integrating shows that gradient and potential energies, the latter measured from the well bottom, are equal. With one oxygen per $h^3$ and $\int Q'^2dx=4u_0^2/3\xi$, the wall energy is
$$\frac{g}{h^3}\int Q'^2dx=\frac{4gu_0^2}{3\xi h^3}=0.0303\ \text{eV/Å}^2 .$$
The relaxed lattice wall has 0.0297 eV/Å$^2$. The continuum value is 2% too high relative to it, although $\xi$ is only 1.4 oxygen spacings.

Set beside real hafnia, the cell edge near 5.1 Å, the oxygen shift near 0.3 Å and the well near 0.1 eV per formula unit are of the right rough size, and memory capacitors use films of about 10 nm or less. The values of $c$ and $\sigma$ are not estimates for the material. Real films break the assumption of uniform coefficients through grain boundaries, electrodes, vacancies and zirconium content. If $c$ changed steadily by 1.0 eV/Å across the 10.2 nm film, $\lambda$ would shift by $1.0/102=0.0098$ eV/Å$^2$, or 0.4% of its magnitude; the same change within one layer spacing would shift it locally by 16%. Disorder that destroys the translations can also allow cross-arm terms locally, and their size is not determined here. The polar phase used in memories involves further modes. Where two modes share an arm, or one mode has two components on it, translations alone do not exclude a Lifshitz term.

Temperature and field leave the quadratic theorem intact but alter the coefficients. At 300 K, harmonic thermal and zero-point motion of the oxygen branch about the well bottom, with hafnium held fixed, has an rms amplitude of 0.047 Å. Averaging $\tfrac14\beta(Q+\delta)^4$ over this motion adds $\tfrac32\beta\langle\delta^2\rangle Q^2$, which raises $\lambda$ by $3\beta\langle\delta^2\rangle$, 7.5% of $|\lambda|$. A field of 2.0 MV/cm, or 0.020 V/Å, acting on a rough oxygen charge of magnitude $2.5\,e$ against a polar stiffness of 16.0 eV/Å$^2$, shifts oxygen by $0.050/16.0=0.0031$ Å, about 1% of $u_0$. This is an underestimate for real hafnia, because the springs omit the Coulomb forces that soften the polar mode. They imply an ionic susceptibility of only about 4, whereas a static permittivity of roughly 20 or more requires a shift several times larger, a few per cent of $u_0$. That is the scale of the polar distortion that permits the quartic gradient term and, in grains whose cube axes are tilted from the field, the cubic one; their coefficients would need a separate calculation. Strain and long-range Coulomb forces are absent from these estimates. They can change $\lambda$ and $g$, but as long as the fcc translations survive and the X mode stays nondegenerate, they cannot give its branch a slope at X. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
signs of (Qx,Qy,Qz) under shift [0.  0.5 0.5] a: [ 1 -1 -1]
signs of (Qx,Qy,Qz) under shift [0.5 0.  0.5] a: [-1  1 -1]
signs of (Qx,Qy,Qz) under shift [0.5 0.5 0. ] a: [-1 -1  1]
Lifshitz terms, no symmetry: 9
Lifshitz terms, translations only: 0
Lifshitz terms, inversion only: 0
Lifshitz terms, C4v without translations: 1
Lifshitz terms, C4v with translations: 0
Lifshitz terms, full cubic group: 0
random lattice, slope at X: 0.0e+00 eV/A^2 per rad
random lattice, slope halfway to X: 3.859 eV/A^2 per rad
winding energy, cross-arm: 0.0e+00 eV/cell at 1 A
winding energy, one mode on one arm: 0.0e+00 eV/cell at 1 A
winding energy, two modes on one arm: 0.65091 eV/cell at 1 A
winding energy, cross-arm, k_z background: 0.20117 eV/cell at 1 A
same, ratio on doubling the wave number: 1.962
cell edge a: 5.10 A; oxygen spacing h: 2.55 A
Hf-O springs L, T: 6.0, 3.0 eV/A^2
O-O springs L', T': 3.0, -2.3 eV/A^2
quartic coefficient beta: 27.0 eV/A^4
X-mode coefficient lambda: -2.400 eV/A^2
next eigenvalue at X: 6.800 eV/A^2
largest slope of the X branch: 2.7e-13 eV/A
stiffness g_perp: 14.96 eV; from matrix: 14.95 eV
stiffness g_par: 19.51 eV; from matrix: 19.51 eV
equilibrium amplitude u0: 0.298 A
well depth: 0.1067 eV per formula unit
wall tanh length: 3.53 A
wall energy, continuum: 0.03028 eV/A^2
wall energy, lattice: 0.02967 eV/A^2
continuum error of wall energy: 2.05 %
film thickness: 10.2 nm
same-arm coefficient c: 1.0 eV/A
largest surface change from c: 6.08 % of u0
mid-film change from c: 1.1e-08 % of u0
surface decay length: 0.177 nm
fictitious cross-arm sigma: 1.0 eV/A
its modulation period: 94.0 A = 9.40 nm
period found on the ring: 9.41 nm
lowering of lambda, formula: 0.0669 eV/A^2
lowering of lambda, ring: 0.0664 eV/A^2
temperature: 300 K; oxygen rms: 0.047 A
fluctuation shift of lambda: 7.5 % of |lambda|
field: 2.0 MV/cm; rough oxygen charge: 2.5 e
polar stiffness per oxygen: 16.0 eV/A^2
polar shift: 0.0031 A; over u0: 1.05 %
```
